# Gaussian barrier averages and the curved Arrhenius law in disordered semiconductors

## 1. Two barriers, connected in two ways

Take two conducting elements with thermally activated conductances

$$g_\pm=g_0e^{-\beta(\phi\pm\sigma)},\qquad \beta=\frac1{kT},\qquad \phi>\sigma>0 .$$

If they lie in parallel, the conductance per element is the arithmetic mean,

$$g_\parallel=\frac{g_++g_-}{2}=g_0e^{-\beta\phi}\,\frac{e^{-\beta\sigma}+e^{\beta\sigma}}2=g_0e^{-\beta\phi}\cosh\beta\sigma .$$

If they lie in series, resistances are averaged instead:

$$\frac1{g_{\rm s}}=\frac12\left(\frac1{g_+}+\frac1{g_-}\right)=\frac{e^{\beta\phi}}{g_0}\cosh\beta\sigma,\qquad g_{\rm s}=\frac{g_0e^{-\beta\phi}}{\cosh\beta\sigma}.$$

For small $\beta\sigma$, $\ln\cosh\beta\sigma\approx\beta^2\sigma^2/2$, so

$$\ln\frac{g_\parallel}{g_0}\approx-\beta\phi+\frac{\beta^2\sigma^2}2,\qquad \ln\frac{g_{\rm s}}{g_0}\approx-\beta\phi-\frac{\beta^2\sigma^2}2 .$$

The same two barriers bend the Arrhenius plot upwards or downwards according to how they are connected. On cooling, the parallel pair is governed by its lower barrier and the series pair by its higher one. The law examined here,

$$L(\beta)=\exp\left(-\beta\phi+\frac{\beta^2\sigma^2}{2}\right),\tag{1}$$

has the parallel sign. It is the mean activation factor of a Gaussian set of barriers. Whether it is also the conductance of a film depends on two further questions: what happens to the negative tail of the Gaussian, and how the barriers are connected.

Energies below are in eV and temperatures in K, so $\beta$ is in eV$^{-1}$. The parameters $\phi$ and $\sigma$ and the conductance prefactor $g_0$ are taken to be independent of temperature.

## 2. The activation factor of one barrier

Measure energies from the conduction-band edge and let carriers meet a barrier of height $B$. They are assumed classical and nondegenerate, with neither tunnelling through the barrier nor reflection above it. The flux arriving with normal velocity $v$ is proportional to $v\,e^{-\beta mv^2/2}\,dv$. With $E=mv^2/2$ and $dE=mv\,dv$, the normalized distribution of normal energy in the incident flux is

$$\beta e^{-\beta E}\,dE,\qquad E>0 .$$

For $B>0$ the carriers with $E>B$ pass, which is a fraction

$$\int_B^\infty\beta e^{-\beta E}\,dE=e^{-\beta B}.$$

For $B\le0$ there is no obstacle and the fraction is 1. Both cases are contained in

$$f(B)=\min\left(1,e^{-\beta B}\right)=e^{-\beta B_+},\qquad B_+=\max(B,0).\tag{2}$$

If the Fermi level lies inside the band or within about $2kT$ below its edge, the incident flux departs noticeably from this Boltzmann form, and the factor must be derived again.

## 3. The average over the whole Gaussian

Let the barriers have the density

$$p(B)=\frac{1}{\sigma\sqrt{2\pi}}\exp\left[-\frac{(B-\phi)^2}{2\sigma^2}\right].$$

First ignore the cap in equation (2) and average $e^{-\beta B}$ over all real $B$. With $x=B-\phi$, the total exponent is

$$-\beta\phi-\beta x-\frac{x^2}{2\sigma^2}
=-\beta\phi+\frac{\beta^2\sigma^2}{2}-\frac{(x+\beta\sigma^2)^2}{2\sigma^2}.$$

To check the square, expand its last term: it gives $-x^2/2\sigma^2-\beta x-\beta^2\sigma^2/2$, and the added $+\beta^2\sigma^2/2$ removes the surplus constant. Hence

$$e^{-\beta B}p(B)=L(\beta)\,\frac{1}{\sigma\sqrt{2\pi}}
\exp\left[-\frac{(B-\phi+\beta\sigma^2)^2}{2\sigma^2}\right].\tag{3}$$

The Gaussian on the right integrates to 1, so $\langle e^{-\beta B}\rangle=L$, which is equation (1).

Equation (3) also shows which barriers carry the average. Their distribution keeps the width $\sigma$, but its centre moves from $\phi$ down to $\phi-\beta\sigma^2$. Cooling shifts the weight towards rarer, lower barriers. Eventually the centre reaches zero and then negative values, where $e^{-\beta B}$ exceeds 1 and has no meaning as a passing fraction.

## 4. The average with the physical cap

The mean of the true factor is $A=\langle f(B)\rangle$. Split the integral at $B=0$ and write $\Phi$ for the standard normal distribution function. The part with $B\le0$ contributes the barrier-free fraction $\Phi(-\phi/\sigma)$. By equation (3), the part with $B>0$ is $L$ times the probability that a Gaussian variable of mean $\phi-\beta\sigma^2$ and width $\sigma$ is positive. Therefore

$$A(\beta)=\Phi\left(-\frac\phi\sigma\right)+L(\beta)\,\Phi(u),\qquad u=\frac{\phi}{\sigma}-\beta\sigma .\tag{4}$$

The same result follows from following carriers instead of barriers. A carrier of energy $E$ passes a fraction $F(E)=\Phi[(E-\phi)/\sigma]$ of the barriers. Integration by parts gives

$$\int_0^\infty\beta e^{-\beta E}F(E)\,dE
=\left[-e^{-\beta E}F(E)\right]_0^\infty+\int_0^\infty e^{-\beta E}p(E)\,dE
=F(0)+L\,\Phi(u),$$

and $F(0)=\Phi(-\phi/\sigma)$.

The error of $L$, relative to $L$ itself, is found by dividing equation (4) by $L$ and using $1-\Phi(u)=\Phi(-u)$:

$$1-\frac AL=\Phi(-u)-\frac{\Phi(-\phi/\sigma)}{L}.\tag{5}$$

It is positive, because

$$L-A=\int_{-\infty}^0\left(e^{-\beta B}-1\right)p(B)\,dB>0 .$$

It is also smaller than $\Phi(-u)$, since the subtracted term in equation (5) is positive. For $u\ge2$ the error is thus below 2.3% of $L$. The condition $u\ge2$ reads $\beta\sigma^2\le\phi-2\sigma$, or

$$kT\ge\frac{\sigma^2}{\phi-2\sigma}\qquad(\phi>2\sigma).\tag{6}$$

In code, $L$ can overflow at low temperature while $\Phi(u)$ underflows. Their product is safely evaluated as $\exp[\ln L+\ln\Phi(u)]$ with a library function for $\ln\Phi$.

## 5. Apparent activation energy and curvature

The slope of an Arrhenius plot defines the apparent activation energy $E_{\rm app}=-d\ln(\cdot)/d\beta$. For $L$,

$$E_{\rm app}^{L}=\phi-\beta\sigma^2,\qquad \frac{d^2\ln L}{d\beta^2}=\sigma^2 .\tag{7}$$

For the physical average, differentiate $A=\langle e^{-\beta B_+}\rangle$:

$$E_{\rm app}^{A}=\frac{\langle B_+e^{-\beta B_+}\rangle}{\langle e^{-\beta B_+}\rangle}\equiv\langle B_+\rangle_w ,$$

where the subscript $w$ denotes an average weighted by the activation factor. A second derivative gives, by the quotient rule,

$$\frac{d^2\ln A}{d\beta^2}=\frac{\langle B_+^2e^{-\beta B_+}\rangle}{A}-\left(\frac{\langle B_+e^{-\beta B_+}\rangle}{A}\right)^2
=\langle B_+^2\rangle_w-\langle B_+\rangle_w^2\ge0 .\tag{8}$$

The curvature is the variance of the barriers that matter at that temperature. This derivation does not use the Gaussian form, so an upward curve by itself does not identify a Gaussian distribution.

The two averages part company at low temperature. Equation (7) makes $E_{\rm app}^L$ vanish at

$$kT_{\min}=\frac{\sigma^2}{\phi},\tag{9}$$

below which $L$ rises on further cooling. This upturn comes from the factors above 1 that $L$ assigns to negative $B$. By contrast, $\langle B_+\rangle_w>0$, so $A$ falls steadily on cooling. Since $e^{-\beta B}\to0$ for every positive $B$, its limit is the barrier-free fraction $\Phi(-\phi/\sigma)$. That limit belongs to the classical parallel-path model; tunnelling and the spatial connection of the barrier-free regions lie outside it.

A straight line fitted over a narrow range also misreads the prefactor. The tangent to $\ln L$ at $\beta$, extrapolated to infinite temperature, has the intercept

$$\ln L+\beta E_{\rm app}^L=-\beta\phi+\frac{\beta^2\sigma^2}{2}+\beta\phi-\beta^2\sigma^2=-\frac{\beta^2\sigma^2}{2}.\tag{10}$$

It is negative although the true prefactor of $L$ is 1.

## 6. A connected network

An arithmetic mean describes independent parallel paths. In a percolating film current must pass from one barrier to the next, so the connection has to be treated explicitly. Consider a periodic $d$-dimensional cubic lattice with $N$ sites, equal sides and $dN$ bonds. Give the bonds independent conductances $g_b=g_0e^{-\beta B_b}$ with Gaussian $B_b$. The cap at $B=0$ is omitted here, which requires the negative tail to be unimportant. Treating each barrier as a separate resistor also assumes that carriers return to thermal equilibrium between successive barriers.

**Minimum power.** Impose a unit mean field along $x$: $e_b=1$ on $x$ bonds and $e_b=0$ on the others. Let $\eta_b$ be the difference of an additional periodic site potential across bond $b$. The dissipated power is

$$W=\sum_b g_b(e_b+\eta_b)^2 .$$

Setting its derivative with respect to each site potential to zero states that the currents at that site sum to zero. Since $W$ is a sum of squares with positive coefficients, it is convex, and this stationary point is its minimum. The physical solution therefore minimizes $W$. A uniform lattice of conductance $g$ has $W=Ng$, so $g_{\rm eff}=W_{\min}/N$. The trial choice $\eta_b=0$ gives

$$g_{\rm eff}\le\frac1N\sum_{b\in x}g_b ,\tag{11}$$

and, after averaging over the disorder, $\langle g_{\rm eff}\rangle\le\langle g\rangle=g_0L$. The curved law is an upper bound on the disorder-averaged conductance of this network.

**Second order in the disorder.** Write $g_b=\bar g+\delta_b$, with $\bar g=\langle g\rangle$ and $\langle\delta_b\rangle=0$. The sum $\sum_b e_b\eta_b$ vanishes because potential differences cancel around each closed $x$ line. Since $\eta$ is itself of first order in $\delta$, the term $\sum_b\delta_b\eta_b^2$ is of third order and is dropped:

$$W\simeq\sum_{b\in x}g_b+2\sum_b\delta_be_b\eta_b+\bar g\sum_b\eta_b^2 .$$

Let $P$ be the orthogonal projector onto bond fields that are differences of a site potential, and let $q_b=\delta_be_b$. As $\eta$ lies in this subspace, $q\cdot\eta=(Pq)\cdot\eta$, and completing the square gives

$$2q\cdot\eta+\bar g\,|\eta|^2=\bar g\left|\eta+\frac{Pq}{\bar g}\right|^2-\frac{|Pq|^2}{\bar g}.$$

The minimum is at $\eta=-Pq/\bar g$. Because $P^2=P=P^T$, $|Pq|^2=q^TPq$. The $\delta_b$ are independent, so only diagonal elements survive the average:

$$\langle q^TPq\rangle=\operatorname{var}(g)\sum_{b\in x}P_{bb}.$$

The trace of $P$ is the dimension of its subspace, $N-1$, since a constant potential gives no differences. All $dN$ bonds are equivalent by translation and exchange of axes. Hence $P_{bb}=(N-1)/(dN)\to1/d$, and

$$g_{\rm eff}\simeq\bar g-\frac{\operatorname{var}(g)}{d\,\bar g}.\tag{12}$$

Put $s=\beta\sigma$. Equation (1), used at $\beta$ and at $2\beta$, gives $\bar g=g_0e^{-\beta\phi+s^2/2}$ and $\langle g^2\rangle=g_0^2e^{-2\beta\phi+2s^2}$. Therefore

$$\frac{\operatorname{var}(g)}{\bar g^2}=e^{s^2}-1=s^2+O(s^4).$$

Replacing $s$ by $-s$ leaves the distribution of conductances unchanged, so odd powers cannot appear. For a large network,

$$\ln\frac{g_{\rm eff}}{g_0}=-\beta\phi+\left(\frac12-\frac1d\right)\beta^2\sigma^2+O(s^4).\tag{13}$$

The coefficient is $-1/2$ for a chain, 0 in two dimensions and $1/6$ in three. It approaches the $1/2$ of equation (1) as $d$ becomes large. For the chain the result holds at any $s$, because resistances add and $\langle1/g\rangle=g_0^{-1}e^{\beta\phi+s^2/2}$.

If equation (1) is fitted to a weakly disordered three-dimensional network of this kind, then $\sigma_{\rm fit}^2/2=\sigma^2/6$. The fit returns $\sigma_{\rm fit}=\sigma/\sqrt3$. If the barriers do not vary through the thickness of a film, in-plane current has no reason to move across it, and the two-dimensional coefficient applies. A film only a few bonds thick with independent barriers lies in between, with a coefficient of about 0.10 for two layers and 0.135 for four.

## 7. Worked example

Choose the round model parameters $\phi=0.120$ eV and $\sigma=0.030$ eV. They represent no particular material. At 300 K, $kT=0.02585$ eV, so

$$\beta\phi=\frac{0.120}{0.02585}=4.642,\qquad s=\frac{0.030}{0.02585}=1.1605,\qquad \frac{s^2}{2}=0.6733 .$$

Equation (1) gives $L=e^{-4.642+0.673}=0.0189$, compared with $0.00964$ for a single barrier at the mean height. The spread almost doubles the activation factor. Here $u=4-1.1605=2.84$, and $A$ lies only 0.06% below $L$. The apparent activation energy is

$$E_{\rm app}^L=0.120-\frac{0.030^2}{0.02585}=0.085\ \text{eV}.$$

By equation (10), the tangent at this temperature would suggest a prefactor of $e^{-0.6733}=0.51$ instead of 1.

**Where the law fails.** Equation (6) gives $kT=0.0009/0.060=0.015$ eV, or 174 K. That condition is sufficient rather than sharp: the actual error at 174 K is 1.0% of $L$, and 2.3% is reached only near 151 K. The error relative to $L$ is 0.46% at 200 K, 2.4% at 150 K and 22% at 100 K. The false minimum lies at $kT=0.0009/0.120=0.0075$ eV, or 87 K. At 60 K, $L$ has risen to $1.7\times10^{-3}$ while $A$ has fallen to $9.3\times10^{-5}$, so the law is too large by a factor of about 18. Direct integration over barriers and over carrier energies was tested against equation (4) at all six temperatures of the numerical output.

**Fitting.** Fit $\ln A=c_0+c_1\beta+c_2\beta^2$ and set $\phi=-c_1$, $\sigma=\sqrt{2c_2}$. For points evenly spaced in $\beta$ between 200 and 400 K this returns $\phi=0.1196$ eV and $\sigma=0.0298$ eV, close to the input. A straight line over the same range gives 0.081 eV. That is a slope typical of the fitted interval, well below the mean barrier of 0.120 eV. If the data are conductivities and the carrier density is itself activated, its activation energy adds to $-c_1$ and must be separated before $\phi$ is read off. Any power of temperature in the prefactor must also be divided out before the fit. A factor $T^p$ adds $p(kT)^2$ to the second derivative with respect to $\beta$, and at 300 K $(kT)^2=6.7\times10^{-4}$ eV$^2$ is comparable with $\sigma^2=9.0\times10^{-4}$ eV$^2$.

**Networks.** At $s=0.30$, lattices of about 500 sites gave curvature coefficients of $-0.490\pm0.004$, $-0.001\pm0.003$ and $0.159\pm0.002$ for $d=1,2,3$; the uncertainties are standard errors. They meet the test tolerance of 0.025 around equation (13), which separates the three dimensions clearly. The first and third values nevertheless differ from $-1/2$ and $1/6$ by more than two standard errors. With more samples the chain value moves to $-0.499$ and the three-dimensional value to about 0.163. The gap for the chain is therefore mostly sampling noise. In three dimensions a gap of about 0.003 persists on larger lattices and shrinks as $s$ decreases, as expected of the neglected fourth-order term.

At the 300 K disorder strength, the three-dimensional network has $\ln(g_{\rm eff}/g_0)+\beta\phi=0.187\pm0.003$. The second-order formula gives 0.224 and the parallel average 0.673. The curved law with the true $\sigma$ therefore overestimates this finite network's conductance by a factor $e^{0.673-0.187}\approx1.63$, even though its error as a barrier average is only 0.06%. In two dimensions the corresponding logarithm is $-0.004\pm0.002$, so the spread produces almost no enhancement there.

A good quadratic fit thus fixes $c_2$, but it does not fix the microscopic width. Converting $c_2$ into $\sigma$ requires a statement about connection: $\sigma^2=2c_2$ for parallel paths, or $\sigma^2\simeq6c_2$ for a weakly disordered three-dimensional network of independent bonds. The second conversion requires $\beta\sigma$ to be well below 1 throughout the fitted range, because the fourth-order term affects the curvature more than the value. For this network $6c_2$ is about $0.95\sigma^2$ when $\beta\sigma$ runs from 0.1 to 0.3 and about $0.8\sigma^2$ when it runs from 0.3 to 0.6, where $\sigma$ comes out some 10% too small. It does not apply to the present parameters between 200 and 400 K, where $\beta\sigma$ runs from 1.74 down to 0.87. A negative $c_2$ is incompatible with the parallel model under the assumptions made here, by equation (8). The remaining values are listed in the numerical output.

## Table of computed values

```
mean barrier phi = 0.120 eV, width sigma = 0.030 eV
Boltzmann constant = 8.617333e-05 eV/K
barrier-free fraction Phi(-phi/sigma) = 3.167e-05
T(K)  kT(eV)  sigma/kT  u  exp(-phi/kT)  L  A  1-A/L(%)
400  0.03447  0.8703  3.130  3.077e-02  4.493e-02  4.492e-02  0.017
300  0.02585  1.1605  2.840  9.640e-03  1.890e-02  1.889e-02  0.058
200  0.01723  1.7407  2.259  9.465e-04  4.306e-03  4.286e-03  0.458
150  0.01293  2.3209  1.679  9.293e-05  1.374e-03  1.341e-03  2.351
100  0.00862  3.4814  0.519  8.959e-07  3.838e-04  2.995e-04  21.947
60  0.00517  5.8023  -1.802  8.326e-11  1.702e-03  9.252e-05  94.564
T(K)  E_app of L(eV)  E_app of A(eV)  weighted width for A(eV)
400  0.09389  0.09391  0.02995
300  0.08519  0.08526  0.02988
200  0.06778  0.06822  0.02939
150  0.05037  0.05218  0.02801
100  0.01556  0.02732  0.02199
60  -0.05407  0.00783  0.01034
false minimum of L: numerical 87.03 K, formula 87.03 K
L at false minimum = 3.355e-04, A there = 1.994e-04
temperature where u = 2: 174.1 K
error bound Phi(-2) = 2.28 %
quadratic fit 200-400 K: phi = 0.11958 eV, sigma = 0.02979 eV
fitted ln prefactor = -0.00707 (true value 0)
straight-line fit 200-400 K: energy = 0.08097 eV
networks: 50 sign-reversed pairs; weak sigma/kT = 0.30
curvature coefficient c in ln(g_eff/median) = c (sigma/kT)^2
d=1, 500 sites: c = -0.4904 +/- 0.0040, formula -0.5000
d=2, 484 sites: c = -0.0013 +/- 0.0030, formula 0.0000
d=3, 512 sites: c = 0.1591 +/- 0.0021, formula 0.1667
at 300 K, sigma/kT = 1.1605: ln(g_eff/median)
d=1: network -0.6717 +/- 0.0061, second order -0.6733
d=2: network -0.0041 +/- 0.0024, second order 0.0000
d=3: network 0.1865 +/- 0.0025, second order 0.2244
parallel paths: ln(L/median) = 0.6733
L divided by 3D network conductance at 300 K = 1.627
```
